# Pion–proton cross-section ratios from isospin coupling

## The problem

Three reactions are observed at the same centre-of-mass energy:

$$
(+)\quad \pi^+p\to\pi^+p,\qquad
(-)\quad \pi^-p\to\pi^-p,\qquad
(0)\quad \pi^-p\to\pi^0n .
$$

The first two are elastic; the third is charge exchange. The strong interaction is taken to conserve isospin. Near the $\Delta$ resonance, which has total isospin $I=3/2$, the scattering is dominated by one resonant partial wave with $I=3/2$ and $J=3/2$. The $I=1/2$ contribution to the cross sections is small, although not in every single spin and angle configuration: the non-spin-flip part of the resonant wave vanishes at $90^\circ$.

**Question.** What is the ratio $\sigma_+:\sigma_-:\sigma_0$ when the $I=1/2$ amplitudes are neglected? If $\sigma_+=90$ mb, what are the other two cross sections? (One millibarn is $10^{-31}\ \mathrm{m^2}$. The value 90 mb is a round model parameter, not a measurement.)

**Conventions.** The pion has isospin 1, with $\pi^+,\pi^0,\pi^-$ at third component $m=1,0,-1$. The nucleon has isospin $1/2$, with $p,n$ at $m=+\tfrac12,-\tfrac12$. Coupled states are written $|I,M\rangle$, with the pion as the first member of the coupling and Condon–Shortley phases.

**Assumptions.** Coulomb forces are left out, and so are the mass differences among the pions and between the nucleons. All three reactions then have the same initial and final momenta, and the same factor converts squared amplitudes into cross sections.

## Hints

1. Add the third components for each charge state. Which total isospins can $\pi^+p$ have? Which can $\pi^-p$ and $\pi^0n$ have?
2. The state of largest $M$ is a single product state. Apply the lowering operator to it until you reach the value of $M$ that belongs to $\pi^-p$.
3. The remaining combination with that $M$ follows from orthogonality.
4. An operator that commutes with all components of isospin cannot change $I$ or $M$, and its value cannot depend on $M$. How many independent amplitudes are left?
5. Expand the initial and the final charge state in states of total isospin. A coupling coefficient enters once for each, and the square is taken after the amplitude has been assembled.

## Full solution

### Which isospins take part

The third components add. For $\pi^+p$ the sum is $M=1+\tfrac12=\tfrac32$. Coupling 1 with $\tfrac12$ gives $I=\tfrac32$ or $I=\tfrac12$, and $M=\tfrac32$ requires $I=\tfrac32$. Therefore

$$
|\pi^+p\rangle=|\tfrac32,\tfrac32\rangle .
$$

For $\pi^-p$ the sum is $-1+\tfrac12=-\tfrac12$, and for $\pi^0n$ it is $0-\tfrac12=-\tfrac12$. Both isospins have a state with this $M$, so these two charge states are mixtures.

### The coupled states

The lowering operator acts as

$$
I_-|j,m\rangle=\sqrt{j(j+1)-m(m-1)}\;|j,m-1\rangle .
$$

For the pion, $j=1$, the factor is $\sqrt{2-0}=\sqrt2$ at $m=1$ and $\sqrt{2-0}=\sqrt2$ at $m=0$. For the nucleon at $m=\tfrac12$ it is $\sqrt{\tfrac34+\tfrac14}=1$. Thus

$$
I_-|\pi^+\rangle=\sqrt2\,|\pi^0\rangle,\qquad
I_-|\pi^0\rangle=\sqrt2\,|\pi^-\rangle,\qquad
I_-|p\rangle=|n\rangle,\qquad I_-|n\rangle=0 .
$$

The total lowering operator is the sum of the pion and nucleon operators. Acting on $|\pi^+p\rangle$ it gives

$$
I_-|\pi^+p\rangle=\sqrt2\,|\pi^0p\rangle+|\pi^+n\rangle .
$$

On the coupled side the factor is $\sqrt{\tfrac{15}{4}-\tfrac34}=\sqrt3$, so division by $\sqrt3$ gives

$$
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac13}\,|\pi^+n\rangle+\sqrt{\tfrac23}\,|\pi^0p\rangle .
$$

Lower once more. The neutron cannot be lowered, and therefore

$$
\begin{aligned}
I_-|\tfrac32,\tfrac12\rangle
&=\sqrt{\tfrac13}\,\sqrt2\,|\pi^0n\rangle
+\sqrt{\tfrac23}\left(\sqrt2\,|\pi^-p\rangle+|\pi^0n\rangle\right)\\
&=2\sqrt{\tfrac23}\,|\pi^0n\rangle+\frac{2}{\sqrt3}\,|\pi^-p\rangle .
\end{aligned}
$$

The factor on the coupled side is now $\sqrt{\tfrac{15}{4}+\tfrac14}=2$. Division by 2 gives

$$
|\tfrac32,-\tfrac12\rangle=\sqrt{\tfrac13}\,|\pi^-p\rangle+\sqrt{\tfrac23}\,|\pi^0n\rangle .
$$

The space with $M=-\tfrac12$ is two-dimensional and contains one state of each total isospin. These are orthogonal, because they belong to different eigenvalues of the Hermitian operator $I^2$. Write the second one as $a|\pi^-p\rangle+b|\pi^0n\rangle$. Orthogonality requires

$$
\sqrt{\tfrac13}\,a+\sqrt{\tfrac23}\,b=0\quad\Rightarrow\quad a=-\sqrt2\,b ,
$$

and normalization requires $|a|^2+|b|^2=3|b|^2=1$. In the Condon–Shortley choice $b$ is positive, so

$$
|\tfrac12,-\tfrac12\rangle=-\sqrt{\tfrac23}\,|\pi^-p\rangle+\sqrt{\tfrac13}\,|\pi^0n\rangle .
$$

Reversing the overall sign of this state would have no effect below, since its coefficients enter in pairs.

The coefficients are real and the two coupled states are orthonormal. Each charge state can therefore be expanded with the same coefficients:

$$
\begin{aligned}
|\pi^-p\rangle&=\sqrt{\tfrac13}\,|\tfrac32,-\tfrac12\rangle-\sqrt{\tfrac23}\,|\tfrac12,-\tfrac12\rangle,\\
|\pi^0n\rangle&=\sqrt{\tfrac23}\,|\tfrac32,-\tfrac12\rangle+\sqrt{\tfrac13}\,|\tfrac12,-\tfrac12\rangle .
\end{aligned}
$$

### Why two amplitudes suffice

Fix the scattering angle and the initial and final nucleon spins. This choice will be called a configuration. The transition operator then reduces to an operator $T$ on the six charge states, and isospin conservation means that $T$ commutes with every component of isospin.

Since $T$ commutes with $I^2$ and $I_z$, it connects only states with equal $I$ and equal $M$. Each pair $(I,M)$ occurs once among the six states, so $T|I,M\rangle=f_I(M)\,|I,M\rangle$. Now use $TI_-=I_-T$. With $c$ the lowering factor,

$$
TI_-|I,M\rangle=c\,f_I(M-1)\,|I,M-1\rangle,\qquad
I_-T|I,M\rangle=c\,f_I(M)\,|I,M-1\rangle .
$$

For $M>-I$ the factor $c$ is not zero, and hence $f_I(M-1)=f_I(M)$. The value is the same for all members of a multiplet. Two complex numbers remain for each configuration: $f_3$ for $I=\tfrac32$ and $f_1$ for $I=\tfrac12$.

### The three amplitudes

For $\pi^+p$ there is one term, $f_+=f_3$. For the other reactions, insert the expansions; the cross terms between different $I$ vanish:

$$
\begin{aligned}
f_-&=\langle\pi^-p|T|\pi^-p\rangle
=\tfrac13f_3+\left(-\sqrt{\tfrac23}\right)^2f_1
=\frac{f_3+2f_1}{3},\\
f_0&=\langle\pi^0n|T|\pi^-p\rangle
=\sqrt{\tfrac23}\sqrt{\tfrac13}\,f_3+\sqrt{\tfrac13}\left(-\sqrt{\tfrac23}\right)f_1
=\frac{\sqrt2}{3}\,(f_3-f_1).
\end{aligned}
$$

A different phase convention for the charge states would multiply these amplitudes by phase factors and leave their moduli unchanged.

### The ratio

Set $f_1=0$. Then

$$
|f_+|^2:|f_-|^2:|f_0|^2=1:\tfrac19:\tfrac29 ,
$$

and multiplication by 9 gives

$$
\boxed{\sigma_+:\sigma_-:\sigma_0=9:1:2 .}
$$

The relation holds for each configuration with the same factors. It therefore holds for the differential cross section at every angle and, after summing over spins and integrating over angles, for the total cross section of each reaction.

The numbers can be read as probabilities. The state $\pi^-p$ has probability $\tfrac13$ of being found with $I=\tfrac32$. The $I=\tfrac32$ state with $M=-\tfrac12$ contains $\pi^-p$ with probability $\tfrac13$ and $\pi^0n$ with probability $\tfrac23$. The products are $\tfrac13\cdot\tfrac13=\tfrac19$ and $\tfrac13\cdot\tfrac23=\tfrac29$. For $\pi^+p$ both probabilities are 1. Multiplying probabilities is legitimate here because a single isospin contributes; with two, amplitudes must be added first.

For $\sigma_+=90$ mb,

$$
\sigma_-=\frac{90\ \text{mb}}9=10\ \text{mb},\qquad
\sigma_0=\frac{2\times90\ \text{mb}}9=20\ \text{mb}.
$$

The two $\pi^-p$ reactions together give 30 mb, one third of the $\pi^+p$ value. That third is the probability of finding $I=\tfrac32$ in the initial state $\pi^-p$.

The result relies on the assumptions made at the start. The Coulomb amplitude grows without limit towards the forward direction in the two elastic reactions, so the ratio cannot hold there for the complete cross sections, and their integral over all angles diverges unless the Coulomb part is removed or a smallest angle is set. At the resonance peak a leading-order estimate makes the Coulomb amplitude comparable to the elastic $\pi^-p$ amplitude near $10^\circ$ and about a tenth of it at $30^\circ$. Mass differences change the final momentum in charge exchange, by about 0.5% at the $\Delta$ mass, and hence its kinematic factor. The neglect of $f_1$ is a separate approximation, examined next.

## Variation 1: a small isospin-1/2 amplitude

**Question.** Let $f_1/f_3=\rho e^{i\varphi}$ with $\rho=0.1$, the same in all configurations, and keep $\sigma_+=90$ mb. Treat $\varphi$ as a free parameter, so that only isospin symmetry restricts the amplitudes. How do $\sigma_-$ and $\sigma_0$ depend on $\varphi$?

**Solution.** Divide the amplitudes by $f_3$ and square:

$$
\begin{aligned}
\sigma_-&=\frac{\sigma_+}{9}\,|1+2\rho e^{i\varphi}|^2
=\frac{\sigma_+}{9}\left(1+4\rho\cos\varphi+4\rho^2\right),\\
\sigma_0&=\frac{2\sigma_+}{9}\,|1-\rho e^{i\varphi}|^2
=\frac{2\sigma_+}{9}\left(1-2\rho\cos\varphi+\rho^2\right).
\end{aligned}
$$

At $\varphi=0$ the brackets are $1+0.4+0.04=1.44$ and $1-0.2+0.01=0.81$. They multiply 10 mb and 20 mb. The other phases follow in the same way:

| $\varphi$ | $\sigma_-$ (mb) | $\sigma_0$ (mb) | $\sigma_+:\sigma_-:\sigma_0$ |
|---|---:|---:|---|
| 0° | 14.4 | 16.2 | 9 : 1.44 : 1.62 |
| 90° | 10.4 | 20.2 | 9 : 1.04 : 2.02 |
| 180° | 6.4 | 24.2 | 9 : 0.64 : 2.42 |

The squared amplitude ratio is $\rho^2=0.01$, yet at $\varphi=0$ elastic $\pi^-p$ scattering rises by 44% relative to its pure $I=\tfrac32$ value, and charge exchange falls by 19%. The large shifts come from interference, which is linear in $\rho$. At $90^\circ$ the linear terms vanish, and the changes are 4% and 1%. As far as isospin symmetry alone is concerned, dominance of $I=\tfrac32$ in squared amplitude is therefore not enough to guarantee an accurate 9 : 1 : 2 ratio; the relative phase matters as well.

Conservation of probability restricts this phase further. Suppose that a single partial wave contributes and that no other reactions are open. Each isospin amplitude is then proportional to $e^{i\delta_I}\sin\delta_I$, with a real phase shift $\delta_I$. At resonance the $I=\tfrac32$ phase shift is $90^\circ$, and $\rho=0.1$ requires $|\sin\delta_{1/2}|=0.1$. The real part of $f_1/f_3$ is then $\rho\cos\varphi=\sin^2\delta_{1/2}=0.01$, so $\varphi\approx\pm84.3^\circ$. The formulas above give $\sigma_-=10.8$ mb and $\sigma_0=19.8$ mb, much closer to the pure $I=\tfrac32$ values. Here 90 mb only sets the scale: a $J=\tfrac32$ wave with phase shift $90^\circ$ has $\sigma_+=8\pi/q^2$, about 190 mb at the $\Delta$ mass, where the centre-of-mass momentum is $q\approx227$ MeV/$c$. The suppression of the linear term holds only near the peak. At an $I=\tfrac32$ phase shift of $45^\circ$, with the same $\rho$ and the same scale, $\sigma_-$ is 13.4 mb or 7.8 mb, depending on the sign of $\delta_{1/2}$. If the $I=\tfrac12$ amplitude lies in a different partial wave from the resonance, $f_1/f_3$ varies with angle and the interference drops out of the integrated cross sections altogether. The rows at 0° and 180° show the algebraic range of the interference; they are not predictions for the resonance.

The sum $\sigma_-+\sigma_0$ is 30.6 mb in all three rows. The linear terms are $+4\rho\cos\varphi\,\sigma_+/9$ and $-4\rho\cos\varphi\,\sigma_+/9$, and they cancel. Interference moves strength between the two final states without changing their sum.

## Variation 2: reading the isospin content from the cross sections

**Question.** Now let $f_1/f_3$ differ from one configuration to another. How can the $I=\tfrac12$ strength be found from the three cross sections? Does an exact 9 : 1 : 2 ratio prove that this strength is zero?

**Solution.** Let $\sum$ denote the sum over spins and the integral over angles, and define

$$
N_3=K\sum|f_3|^2,\qquad N_1=K\sum|f_1|^2,\qquad X=K\,\mathrm{Re}\sum f_3^*f_1 ,
$$

where $K$ is the common positive factor that turns squared amplitudes into cross sections, including the average over initial spins. Squaring the three amplitudes gives

$$
\sigma_+=N_3,\qquad
\sigma_-=\frac{N_3+4N_1+4X}{9},\qquad
\sigma_0=\frac{2N_3+2N_1-4X}{9}.
$$

Add the last two. The interference term cancels:

$$
\sigma_-+\sigma_0=\frac{3N_3+6N_1}{9}=\frac{N_3+2N_1}{3}.
$$

Replace $N_3$ by $\sigma_+$ and solve for $N_1$:

$$
N_1=\tfrac32(\sigma_-+\sigma_0)-\tfrac12\sigma_+ .
$$

The interference follows from the combination in which $N_3$ cancels:

$$
2\sigma_--\sigma_0=\frac{6N_1+12X}{9}=\frac{2N_1+4X}{3}
\quad\Rightarrow\quad
X=\tfrac34(2\sigma_--\sigma_0)-\tfrac12N_1 .
$$

Apply this to the first row of the table:

$$
\begin{aligned}
N_1&=1.5\times30.6\ \text{mb}-0.5\times90\ \text{mb}=0.9\ \text{mb},\\
X&=0.75\times(28.8-16.2)\ \text{mb}-0.45\ \text{mb}=9.0\ \text{mb}.
\end{aligned}
$$

The ratio $N_1/N_3=0.9/90=0.01$ returns $\rho^2$, and $X/N_3=0.1$ returns $\rho\cos\varphi$. The small $N_1$ is a difference of two much larger numbers, 45.9 mb and 45 mb. An error of 1 mb in $\sigma_-+\sigma_0$ alone would shift it by 1.5 mb, more than its own size.

If the ratio is exactly 9 : 1 : 2, then $\sigma_-+\sigma_0=\sigma_+/3$, and the formula gives $N_1=0$. Since $N_1$ is a sum of non-negative terms, the $I=\tfrac12$ amplitude then vanishes in every contributing configuration, apart from isolated angles that carry no weight in the integral. Given isospin conservation, the answer to the second question is yes.

The ratio $\sigma_0/\sigma_-=2$ alone does not prove this. For example, take $f_1=e^{2\pi i/3}f_3$, which arises in a single partial wave with phase shifts of $30^\circ$ for $I=\tfrac32$ and $-30^\circ$ for $I=\tfrac12$. Then $|f_3+2f_1|^2=|f_3-f_1|^2=3|f_3|^2$, so that $|f_-|^2=\tfrac13|f_3|^2$ and $|f_0|^2=\tfrac23|f_3|^2$, and $\sigma_+:\sigma_-:\sigma_0=3:1:2$. The comparison with $\pi^+p$ is essential.

In the opposite limit, $f_3=0$, the amplitudes are $f_+=0$, $f_-=\tfrac23f_1$ and $f_0=-\tfrac{\sqrt2}{3}f_1$. Their squares give $\sigma_+:\sigma_-:\sigma_0=0:2:1$. Elastic $\pi^-p$ scattering is then stronger than charge exchange, the reverse of the order for pure $I=\tfrac32$.
